# Peak traction of a scale-metal interface from its binding curve

## Problem

An oxide scale is joined to its metal along a flat interface. Let $d$ be the extra separation of the two sides, measured from their equilibrium spacing, so that $d=0$ is the unloaded state. The energy per unit area of interface, counted from the fully separated state, is modelled by the universal binding curve

$$E(d)=-W\left(1+\frac{d}{l}\right)e^{-d/l}.$$

Here $W>0$ is the ideal work of separation and $l>0$ is a decay length. The interface is pulled apart along its normal, and all its sites open together.

(a) Find the largest tensile traction that the interface can carry, and the opening at which it occurs.

(b) Evaluate it for $W=1\ \mathrm{J/m^2}$ and $l=0.05$ nm.

(c) Judge how far the result can be used for a real scale.

## A tempting solution

Traction is the derivative of energy per area with respect to opening. The exponential carries the decay of the bond, while the bracket looks like a mild correction. Differentiating the exponential and leaving the bracket alone gives

$$T_{\text{wrong}}(d)=\frac{W}{l}\left(1+\frac{d}{l}\right)e^{-d/l}.$$

To find the maximum, differentiate again, this time with the full product rule:

$$\frac{dT_{\text{wrong}}}{dd}=\frac{W}{l^2}\left[1-\left(1+\frac{d}{l}\right)\right]e^{-d/l}=-\frac{Wd}{l^3}e^{-d/l}.$$

This is negative for every $d>0$, so the traction is largest at the start, $d=0$, where it equals $W/l$. The numbers give

$$\frac{W}{l}=\frac{1\ \mathrm{J/m^2}}{0.05\times10^{-9}\ \mathrm{m}}=20\ \mathrm{GPa}.$$

The unit is right, since $\mathrm{J/m^3}=\mathrm{N/m^2}=\mathrm{Pa}$, and the size is not absurd for an atomic bond.

## Where it fails

Two checks expose the fault without repeating the differentiation.

The first is equilibrium. The opening was defined so that the unloaded interface sits at $d=0$. No traction is needed to hold it there, yet the formula demands $W/l$, its largest value, at that point.

The second is the energy balance. The area under the traction curve is the work spent in separating the interface, which must be $E(\infty)-E(0)=0-(-W)=W$. With $x=d/l$, the tempting formula gives instead

$$\int_0^\infty T_{\text{wrong}}\,dd=W\int_0^\infty(1+x)e^{-x}\,dx=W(1+1)=2W,$$

because $\int_0^\infty e^{-x}dx$ and $\int_0^\infty xe^{-x}dx$ are both 1. The formula charges twice the available energy.

The fault is the bracket. It is not slowly varying: it changes over the same length $l$ as the exponential. At $d=0$ its slope cancels that of the exponential completely, and this cancellation is what makes $d=0$ an equilibrium.

## Solution

**Sign of the traction.** The interface pulls its two sides together with a force per area $-dE/dd$, counted positive in the opening direction. To hold the opening at $d$, the external traction must balance this force. With tension positive,

$$T(d)=+\frac{dE}{dd}.$$

**Derivative.** Both factors of $E$ depend on $d$. The bracket has the derivative $1/l$ and the exponential has the derivative $-e^{-d/l}/l$. Hence

$$T(d)=-W\left[\frac1l\,e^{-d/l}-\frac1l\left(1+\frac dl\right)e^{-d/l}\right].$$

Taking out the common factor $e^{-d/l}/l$ leaves $1-(1+d/l)=-d/l$ in the bracket. The two minus signs cancel:

$$T(d)=\frac{W}{l^2}\,d\,e^{-d/l}.$$

This vanishes at $d=0$, is tensile for $d>0$ and is compressive for $d<0$, as it should be.

**Maximum.** Differentiating once more,

$$\frac{dT}{dd}=\frac{W}{l^2}\left(1-\frac dl\right)e^{-d/l}.$$

The prefactor and the exponential are positive, so the sign is that of $1-d/l$. The traction rises for all $d<l$ and falls for all $d>l$. The stationary point $d=l$ is therefore the global maximum, and inserting it gives

$$\boxed{T_{\max}=\frac{W}{l^2}\,l\,e^{-1}=\frac{W}{e\,l}\quad\text{at } d=l.}$$

The tempting answer was too large by the factor $e$, and it placed the peak at the wrong opening.

**Energy balance.** The corrected curve gives

$$\int_0^\infty T\,dd=W\int_0^\infty xe^{-x}\,dx=W,$$

as required.

**Numbers.** With $W/l=20$ GPa,

$$T_{\max}=\frac{20\ \mathrm{GPa}}{2.718}=7.36\ \mathrm{GPa}=7360\ \mathrm{MPa},$$

reached at $d=0.05$ nm. A numerical search for the maximum, using finite differences of $E(d)$, finds 7.358 GPa at 0.0500 nm. The inputs do not justify so many digits. Since $T_{\max}\propto W/l$, a 10 % rise in $W$ raises the peak by 10 %, and a small relative error in $l$ shifts it by about the same relative amount in the opposite sense. A sensible statement is "about 7 GPa for this form of the curve".

## Reading the traction curve

For $d\ll l$ the exponential is close to 1, and the interface acts as a linear spring:

$$T\approx\frac{W}{l^2}\,d.$$

Its stiffness per area is $W/l^2=400$ GPa/nm. This gives $l$ its meaning: because $E''(0)=W/l^2$, we have $l=\sqrt{W/E''(0)}$. Two interfaces with equal $W$ can thus differ in strength, and the one that is stiffer at zero load has the smaller $l$ and the higher peak.

The linear range is short. At $d=0.025$ nm the spring law predicts $400\times0.025=10$ GPa, while the full curve gives 6.07 GPa. Extended to $d=l$, the spring law gives $W/l=20$ GPa, where the full curve gives 7.36 GPa, because the spring law leaves out the factor $e^{-d/l}$.

For $d\gg l$ the traction dies out exponentially, apart from the factor $d$. It is 5.41 GPa at 0.100 nm and 1.47 GPa at 0.200 nm.

The work done up to the peak is

$$E(l)-E(0)=-\frac{2W}{e}+W=W\left(1-\frac2e\right)=0.264\ \mathrm{J/m^2}.$$

The other $0.736\ \mathrm{J/m^2}$ is spent beyond the peak. Reaching the greatest traction is therefore not the same as having paid for the separation. Under a constant applied traction, however, the interface has no stable state beyond $d=l$: there a slight further opening lowers the traction it can resist, and the load supplies the remaining work.

## How much depends on the shape of the curve

The binding curve is an empirical form, so the factor $1/e$ belongs to that form. A Morse curve offers a comparison:

$$E_M(d)=W\left[(1-e^{-bd})^2-1\right].$$

It has the same depth $W$. Writing $q=e^{-bd}$, with $dq/dd=-bq$, its traction is

$$T_M=2W(1-q)\,bq=2Wb\,(q-q^2).$$

The slope is $dT_M/dd=2Wb(1-2q)(-bq)$. At $d=0$, where $q=1$, this equals $2Wb^2$. Requiring the same initial stiffness, $2Wb^2=W/l^2$, fixes $b=1/(\sqrt2\,l)$. The product $q-q^2$ is largest at $q=1/2$, where it equals $1/4$, so

$$T_{M,\max}=\frac{Wb}{2}=\frac{W}{2\sqrt2\,l}=7.07\ \mathrm{GPa}.$$

With $W$ and the initial stiffness held fixed, this change of shape lowers the peak by about 4 % of its first value. This is one comparison, not a bound on all possible curves, and both curves have exponential tails. A curve with a power-law tail spends more of $W$ at large opening and peaks lower. For $E=W\left(\tfrac12z^{-9}-\tfrac32z^{-3}\right)$ with $z=1+d/d_0$, the initial stiffness is $27W/d_0^2$ and the traction $\tfrac92(W/d_0)(z^{-4}-z^{-10})$ peaks at $z^6=5/2$. At equal $W$ and stiffness this peak is 5.6 GPa, about 23 % below $W/(e\,l)$.

## Elastic layers on either side

In practice the grips do not hold the interface itself. They hold a layer of scale or metal, which stretches too. Let the layer have thickness $h$ and elastic modulus $Y$ for stretching along the normal. The same traction acts through layer and interface, so the total displacement is

$$U=d+\frac{h}{Y}\,T(d).$$

The traction still passes through the same maximum. What changes is the stability after the peak. Differentiating,

$$\frac{dU}{dd}=1+\frac hY\frac{W}{l^2}(1-x)e^{-x},\qquad x=\frac dl.$$

If this becomes negative, a steadily increasing $U$ cannot be followed by a steadily increasing $d$, and the interface jumps to a larger opening. Just above the threshold thickness found below, this new opening is still only a few $l$ and the interface still carries traction; for a layer many times thicker, the jump separates the two sides almost completely. The derivative of $(1-x)e^{-x}$ is $(x-2)e^{-x}$, so the steepest softening lies at $x=2$, where the function equals $-e^{-2}$. A jump therefore occurs when

$$h>h_c=\frac{Y e^2l^2}{W}.$$

For a rough modulus $Y=200$ GPa this is

$$h_c=\frac{(200\times10^9)(7.39)(0.05\times10^{-9})^2}{1}\ \mathrm{m}=3.7\ \mathrm{nm}.$$

A layer a micrometre thick is far above this value. In this model it snaps off just after the peak, even under controlled displacement, and hardly any of the falling branch of $T(d)$ can be traced. The jump begins where $dU/dd$ first vanishes, which requires $x>1$. The peak has then already been passed, so $T_{\max}$ is unaffected.

## Thermal motion

The curve $E(d)$ describes atoms at rest. To size the effect of temperature, let each interface site of area $A$ fluctuate independently about a mean opening $d$, with a Gaussian displacement $u$ of variance $s^2$. The site stiffness at zero load is $AW/l^2$. Equipartition, $\tfrac12(AW/l^2)s^2=\tfrac12k_BT_a$ with $T_a$ the absolute temperature, gives

$$\frac{s^2}{l^2}=\frac{k_BT_a}{WA}.$$

The mean traction is

$$\bar T(d)=\frac{W}{l^2}e^{-d/l}\left[d\,\langle e^{-u/l}\rangle+\langle u\,e^{-u/l}\rangle\right].$$

Completing the square in the Gaussian integral gives $\langle e^{-pu}\rangle=e^{p^2s^2/2}$. Differentiating with respect to $p$ and changing the sign gives $\langle u\,e^{-pu}\rangle=-ps^2e^{p^2s^2/2}$. Setting $p=1/l$,

$$\bar T(d)=\frac{W}{l^2}\left(d-\frac{s^2}{l}\right)e^{-d/l+s^2/(2l^2)}.$$

Let $y=d-s^2/l$. The exponent becomes $-y/l-s^2/l^2+s^2/(2l^2)=-y/l-s^2/(2l^2)$, and therefore

$$\bar T(d)=e^{-s^2/(2l^2)}\,T(y).$$

The averaged curve is the original one, shifted to larger opening and reduced in height. Its peak is

$$\bar T_{\max}=\frac{W}{e\,l}\exp\left(-\frac{k_BT_a}{2WA}\right).$$

Take $A=0.05\ \mathrm{nm^2}$ and 1200 K as rough values. Then $WA=0.312$ eV and $k_BT_a=0.103$ eV, so the exponent is $-0.103/(2\times0.312)\approx-0.17$. The peak falls to 6.23 GPa, about 15 % below the result at rest.

This is an estimate, not a bound. The spread $s=0.029$ nm is more than half of $l$, so a Gaussian of fixed width is crude. Near the peak the bond softens and the true spread should grow. There the fixed width presumes that the surrounding solid also holds each site in place; if the softening bond alone had to limit the spread, the peak would fall much further. Neighbouring sites are also coupled, which the estimate ignores, and thermally activated opening is not included. For independent sites such opening would not even be slow: without load the barrier is only $WA\approx3k_BT_a$, and a tensile load lowers it.

## Flaws

Of the effects estimated here, the largest can come from the assumption that all sites open together. Suppose the interface contains a through crack of length $2a$, loaded by a remote stress $\sigma$ normal to it. Treat both sides as one uniform elastic body of Young modulus $Y$ in plane stress. Linear elasticity then gives an elliptical opening, taken here as an input:

$$\delta(x)=\frac{4\sigma}{Y}\sqrt{a^2-x^2},\qquad |x|<a,$$

where $x$ is now the position along the crack. Closing the crack again would need face tractions that grow linearly from 0 to $\sigma$, hence the work $\tfrac12\sigma\int\delta\,dx$. This is the energy released by the crack, per unit length along its front. The integral of the square root is the area of a half disc, $\pi a^2/2$, so

$$R(a)=\frac12\,\sigma\,\frac{4\sigma}{Y}\,\frac{\pi a^2}{2}=\frac{\pi\sigma^2a^2}{Y}.$$

When $a$ grows by $da$, both tips advance and the crack length grows by $2\,da$. The energy released per new crack area is

$$\frac12\frac{dR}{da}=\frac{\pi\sigma^2a}{Y}.$$

The crack can grow when this reaches $W$:

$$\sigma=\sqrt{\frac{YW}{\pi a}}.$$

For $a=1\ \mathrm{\mu m}$ and $Y=200$ GPa,

$$\sigma=\sqrt{\frac{(200\times10^9)(1)}{\pi\times10^{-6}}}\ \mathrm{Pa}=0.25\ \mathrm{GPa},$$

which is 29 times smaller than $T_{\max}$. The two results do not conflict. The bonds at the crack tip still pass through the peak of the binding curve, but the crack concentrates the stress there while the remote stress stays low. The length $l$ has dropped out: for a long flaw the area under the traction curve matters, not its height.

The two strengths are equal when $YW/(\pi a)=W^2/(e^2l^2)$, that is, at

$$a=\frac{Ye^2l^2}{\pi W}=\frac{h_c}{\pi}=1.2\ \mathrm{nm}.$$

The equality with $h_c/\pi$ holds only because one value of $Y$ has been used in both places: $h_c$ contains the modulus for normal stretching, which for a laterally constrained layer exceeds the Young modulus. The length is only a few atomic spacings, where continuum elasticity is no more than a guide. The softening zone at the crack tip is also about as long as the flaw there, so the strength of the model lies below both formulas. Its use is to show the scale: within this model, a flaw much longer than a nanometre takes control of the strength.

## Use for a real scale

The parameters are in the rough regime of an oxide scale on a metal: an ideal work of separation of order $1\ \mathrm{J/m^2}$, a decay length of some hundredths of a nanometre and service near 1200 K. They are round values, not data for a particular interface. Real scales break the assumption of a flawless interface, since pores and cracks form there; for a flaw of the size taken above, with material on both sides much thicker than the flaw is long, this moves the strength from about 7 GPa to a few tenths of a GPa: about 0.25 GPa for the through crack with $Y=200$ GPa, about 0.4 GPa for a penny-shaped crack of the same radius, both scaling as $\sqrt{Y}$. A thinner scale can bend away from the metal, which lowers the figure further. Even the lower figure is not a spalling stress. A scale is loaded mainly by in-plane stress from growth and cooling, the elastic constants of oxide and metal differ, and plastic flow in the metal can raise the energy needed for fracture above $W$. The value $W/(e\,l)$ is suited to a different task: it sets the peak of a local traction-separation law in a fracture calculation, provided that the calculation resolves openings of order $l$, has a mesh fine enough for the softening zone at the crack tip, which is only of the order of a nanometre long for these values, and treats flaws and plastic flow separately.

The numerical output below lists the values used here.

## Calculated quantities

```
INPUTS
work of separation W = 1.00 J/m^2
decay length l = 0.050 nm
MAIN RESULT
W/l = 20.00 GPa
peak traction W/(e l) = 7.358 GPa
peak traction W/(e l) = 7358 MPa
peak from numerical search = 7.358 GPa
opening at peak, numerical = 0.0500 nm
TRACTION CURVE
d = 0.025 nm: T = 6.065 GPa
d = 0.050 nm: T = 7.358 GPa
d = 0.100 nm: T = 5.413 GPa
d = 0.200 nm: T = 1.465 GPa
initial stiffness = 400.0 GPa/nm
work up to the peak = 0.264 J/m^2
work after the peak = 0.736 J/m^2
ROUGH INPUTS FOR NEGLECTED EFFECTS
Young modulus Y = 200 GPa
area per site A = 0.050 nm^2
temperature = 1200 K
flaw half-length a = 1.0 um
SIZE OF NEGLECTED EFFECTS
Morse-curve peak = 7.071 GPa
Morse peak / main peak = 0.961
binding energy per site W A = 0.312 eV
thermal energy kT = 0.103 eV
thermal spread of opening = 0.0288 nm
thermally reduced peak = 6.234 GPa
thermal peak / main peak = 0.847
steepest softening at d = 0.100 nm
critical layer thickness h_c = 3.69 nm
flaw-controlled stress = 0.252 GPa
main peak / flaw stress = 29.2
crossover flaw half-length = 1.18 nm
```
